# The Shadow Hamiltonian of Velocity Verlet and Its Fourth-Order Fluctuations

Q: I run molecular dynamics with velocity Verlet and forces derived from a fixed, time-independent potential, yet the total energy wobbles. If energy is not conserved, why should I believe that anything is?

A: We should first fix what one step does. Let

\[
H(q,p)=T(p)+V(q),\qquad T=\tfrac12\,p\cdot M^{-1}p ,
\]

with a constant diagonal mass matrix \(M\), velocity \(v=M^{-1}p\), force \(F=-\nabla V\) and Hessian \(V''\). I assume that \(V\) is smooth where the trajectory goes. One step of fixed length \(h\) is

\[
p_{1/2}=p_0+\tfrac h2F(q_0),\quad q_1=q_0+hM^{-1}p_{1/2},\quad p_1=p_{1/2}+\tfrac h2F(q_1).
\]

This is a half kick, a full drift and a half kick. Positions and momenta are read at whole steps. Each piece is the exact motion of a simpler Hamiltonian: under \(V\) alone \(q\) stands still and \(p\) grows linearly, and under \(T\) alone \(p\) stands still and \(q\) grows linearly. The error comes from alternating the two motions instead of letting them act together.

Q: Three exact motions in a row still do not make one exact motion. How do you find a single Hamiltonian for the whole step?

A: By writing each motion as an exponential and combining the exponents. Define

\[
\{f,g\}=\partial_qf\cdot\partial_pg-\partial_pf\cdot\partial_qg,\qquad L_Gf=\{f,G\}.
\]

Hamilton's equations give \(df/dt=L_Gf\) for motion under \(G\), so a function after time \(t\) is \(e^{tL_G}f\), evaluated at the starting point. If motion \(A\) comes first and \(B\) second, we need \(f\) after \(B\), which is \(e^{L_B}f\), evaluated after \(A\). That is \(e^{L_A}e^{L_B}f\). For Verlet,

\[
S=e^{X/2}e^{Y}e^{X/2},\qquad X=hL_V,\quad Y=hL_T .
\]

We seek \(Z\) with \(S=e^Z\), as a power series in \(h\). If \(Z=hL_G\), then \(G\) is the Hamiltonian that the step follows.

Q: \(X\) and \(Y\) do not commute, so \(Z\) is not \(X+Y\). I would expect a correction of second order in \(h\).

A: Symmetry removes it. Changing the sign of \(h\) gives

\[
S(-h)S(h)=e^{-X/2}e^{-Y}e^{-X/2}\,e^{X/2}e^{Y}e^{X/2}=1 .
\]

Thus \(S(-h)\) is the inverse of \(S(h)\), \(Z(-h)=-Z(h)\), and \(Z=Z_1+Z_3+Z_5+\dots\) has odd powers only. The linear part is \(Z_1=X+Y\). In \(e^Z\) the cubic part is \(Z_3+Z_1^3/6\), because \(Z^2/2\) could contribute at third order only through \(Z_2\), which is zero. Hence

\[
Z_3=\bigl[e^{X/2}e^Ye^{X/2}\bigr]_{\text{cubic}}-\tfrac16(X+Y)^3 .
\]

Q: Please do that subtraction in the open. The factors 12 and 24 must come from somewhere.

A: A word with \(i\) letters \(X\) from the left factor, \(k\) letters \(Y\), and \(j\) letters \(X\) from the right factor has coefficient \((1/2)^{i+j}/(i!\,k!\,j!)\). Every word in \((X+Y)^3/6\) has coefficient \(1/6\). Therefore:

- \(XXY\) and \(YXX\): \(\tfrac18-\tfrac16=-\tfrac1{24}\).
- \(XYX\): \(\tfrac14-\tfrac16=\tfrac1{12}\).
- \(XYY\) and \(YYX\): \(\tfrac12\cdot\tfrac12-\tfrac16=\tfrac1{12}\).
- \(YXY\): \(0-\tfrac16=-\tfrac16\), since the product has no \(X\) between two \(Y\)s.
- \(XXX\) and \(YYY\): \(\tfrac16-\tfrac16=0\), since the two half kicks alone combine to \(e^X\).

Now compare with the double commutators

\[
[X,[X,Y]]=XXY-2XYX+YXX,\qquad [Y,[Y,X]]=YYX-2YXY+XYY .
\]

The coefficients match if

\[
Z_3=-\tfrac1{24}[X,[X,Y]]+\tfrac1{12}[Y,[Y,X]] .
\]

This is the symmetric Baker-Campbell-Hausdorff formula through third order; the next term is of fifth order.

Q: Those are operators. I asked for an energy function.

A: A commutator of two Lie operators is again a Lie operator. By definition,

\[
[L_F,L_G]f=\{\{f,G\},F\}-\{\{f,F\},G\},
\]

where \(F\) and \(G\) are, for this line and the next two, arbitrary phase-space functions. The Jacobi identity reads \(\{\{f,G\},F\}+\{\{G,F\},f\}+\{\{F,f\},G\}=0\). Since \(\{F,f\}=-\{f,F\}\), it gives

\[
[L_F,L_G]f=-\{\{G,F\},f\}=\{f,\{G,F\}\},\qquad [L_F,L_G]=L_{\{G,F\}} .
\]

The order is reversed, so I keep track of it. With \(F\) again the force, the first double commutator needs

\[
\{T,V\}=-\partial_pT\cdot\partial_qV=v\cdot F,
\]
\[
\{v\cdot F,V\}=-\partial_p(v\cdot F)\cdot\nabla V=-(M^{-1}F)\cdot(-F)=F\cdot M^{-1}F .
\]

So \([X,Y]=h^2L_{\{T,V\}}\) and \([X,[X,Y]]=h^3L_{F\cdot M^{-1}F}\). The second needs

\[
\{V,T\}=\nabla V\cdot v,\qquad \{v\cdot\nabla V,T\}=\partial_q(v\cdot\nabla V)\cdot v=v\cdot V''v ,
\]

so \([Y,[Y,X]]=h^3L_{v\cdot V''v}\). Because \(L_G\) is linear in \(G\), dividing \(Z\) by \(h\) gives the shadow Hamiltonian

\[
H_{\rm sh}=H+h^2H_2+O(h^4),\qquad
H_2=\tfrac1{12}\,v\cdot V''v-\tfrac1{24}\,F\cdot M^{-1}F .
\]

For equal masses the last product is \(F\cdot F/m\). I shall call the truncated function \(K=H+h^2H_2\).

Q: Would the result be the same if I drifted first, kicked, and drifted again?

A: No. That scheme exchanges \(X\) and \(Y\) in \(Z_3\), which gives \(-\tfrac1{24}v\cdot V''v+\tfrac1{12}F\cdot M^{-1}F\). The coefficients belong to the order of operations and to the points at which the data are read.

Q: I can accept algebra with signs, but I would like one case where I can see the conservation without any exponentials.

A: Take one particle with \(V=kx^2/2\), and put \(a=h^2k/m\). Let \(\pi\) be the momentum after the first half kick, and let primes mark values after the step. Then

\[
p=\pi+\tfrac{hk}2x,\qquad p'=\pi-\tfrac{hk}2x',\qquad h\pi=m(x'-x).
\]

Squaring, subtracting and then eliminating \(\pi\),

\[
p'^2-p^2=-hk\pi(x'+x)+\tfrac{h^2k^2}4(x'^2-x^2)
=-mk\left(1-\tfrac a4\right)(x'^2-x^2).
\]

Divide by \(2m\) and move everything to one side. The quantity

\[
I=\frac{p^2}{2m}+\left(1-\frac a4\right)\frac{kx^2}2
\]

is unchanged by the step, with no approximation. Our formula gives, for the same system,

\[
K=\left(1+\frac a6\right)\frac{p^2}{2m}+\left(1-\frac a{12}\right)\frac{kx^2}2 .
\]

Since \((1+a/6)(1-a/4)=1-a/12-a^2/24\), the two are related by

\[
K=\left(1+\frac a6\right)I+\frac{a^2}{24}\,\frac{kx^2}2,\qquad
H=I+\frac a4\,\frac{kx^2}2 .
\]

As \(x\) oscillates, \(H\) varies in proportion to \(a\), hence to \(h^2\), while \(K\) varies in proportion to \(a^2\), hence to \(h^4\). The same formula shows a limit of the method: \(I\) has closed elliptical contours only for \(a<4\), that is for \(h\sqrt{k/m}<2\). Beyond that, conserving \(I\) no longer confines the motion.

Q: A harmonic oscillator is too kind. For a general potential, does the series for \(H_{\rm sh}\) even converge?

A: In general we may not assume so, and the scaling law does not need it. It needs only the next function \(H_4\), so I must first show that the series consists of functions at every order.

The step preserves products and Poisson brackets, \(S(fg)=(Sf)(Sg)\) and \(S\{f,g\}=\{Sf,Sg\}\), because each of its three motions does. So does \(S^n=e^{nZ}\) for every positive integer \(n\). At each power of \(h\) both sides are polynomials in \(n\), so they agree for all real \(n\), and their parts linear in \(n\) agree too:

\[
Z(fg)=(Zf)g+f(Zg),\qquad Z\{f,g\}=\{Zf,g\}+\{f,Zg\}.
\]

The first rule says that \(Z\) is a first-order differential operator, fixed by \(A_i=Zq_i\) and \(B_i=Zp_i\). The second, applied to the constant brackets among the \(q\)s and \(p\)s, gives

\[
\frac{\partial A_i}{\partial p_j}=\frac{\partial A_j}{\partial p_i},\qquad
\frac{\partial B_i}{\partial q_j}=\frac{\partial B_j}{\partial q_i},\qquad
\frac{\partial A_i}{\partial q_j}=-\frac{\partial B_j}{\partial p_i}.
\]

These are the conditions for a function \(\Gamma\) with \(A=\partial_p\Gamma\) and \(B=-\partial_q\Gamma\) to exist on a region without holes. Then \(Z=L_\Gamma\), order by order, and \(H_{\rm sh}=\Gamma/h=H+h^2H_2+h^4H_4+\dots\)

Q: You have a formal series and a real trajectory. Where is the bridge?

A: It is Taylor's theorem for a single step. Put \(\hat K=K+h^4H_4\). The first omitted term of \(Z\) is of order \(h^7\), so \(Z=hL_{\hat K}+O(h^7)\). When \(e^Z\) acts on \(\hat K\), every term without the omitted part contains \(L_{\hat K}\hat K=\{\hat K,\hat K\}=0\). The Taylor coefficients of the one-step change of \(\hat K\) therefore vanish through \(h^6\), and for a smooth potential on a bounded region the remainder is at most a constant times \(h^7\).

A time \(t\) takes \(t/h\) steps, so the changes add up to at most \(O(th^6)\). Writing \(\hat K\) out,

\[
K(t)-K(0)=-h^4\bigl[H_4(t)-H_4(0)\bigr]+O(th^6).
\]

Over a fixed time window the numerical trajectory approaches the true one as \(h\to0\). The bracket then approaches a function of time that does not depend on \(h\), and the standard deviation of \(K\) scales as \(h^4\), provided \(H_4\) is not constant along the motion. The variance scales as \(h^8\). Likewise \(K\) varies by only \(O(h^4)\), so

\[
H(t)-H(0)=-h^2\bigl[H_2(t)-H_2(0)\bigr]+O(h^4).
\]

This is the wobble you saw. To leading order it follows the present position and velocity through \(H_2\); it is not an accumulated loss.

Q: In first-principles dynamics a Hessian at every step would cost more than the run itself. Is \(K\) of any use there?

A: The forces already hold the needed information. The chain rule gives \(dF/dt=-V''v\), and the neighbouring positions are

\[
q_{n\pm1}=q_n\pm hv_n+\tfrac{h^2}2M^{-1}F_n .
\]

The upper sign is the Verlet step. The lower sign follows from \(q_{n-1}=q_n-hv_{n-1/2}\) and \(v_{n-1/2}=v_n-\tfrac h2M^{-1}F_n\). The quadratic shift is common to both points, so in \(F_{n+1}-F_{n-1}\) the terms of order \(h^2\) cancel:

\[
F_{n+1}-F_{n-1}=-2hV''(q_n)v_n+O(h^3),
\]
\[
v_n\cdot V''v_n=-\frac{v_n\cdot(F_{n+1}-F_{n-1})}{2h}+O(h^2).
\]

In \(K\) this error is multiplied by \(h^2/12\), so it enters at order \(h^4\). The scaling survives, though the prefactor may change. The value for step \(n\) becomes available one step later.

Q: Then show me numbers for something anharmonic, with unequal masses and more than one mode.

A: Take three particles on a line with masses 2000, 20000 and 20000 electron masses. Neighbours are joined by Morse bonds,

\[
V=\sum_{b=1}^2D\,(1-e^{-\alpha y_b})^2,\qquad y_1=q_2-q_1,\quad y_2=q_3-q_2,
\]

where the \(q_i\) are displacements from equilibrium, \(D=0.2\) hartree and \(\alpha=1\) per bohr. These are round model parameters in Hartree atomic units. The start is \(q=(0,\,0.2,\,0.1)\) bohr and \(v=(-0.002,\,0.0002,\,0)\) atomic units.

At this point \(H=0.01318389\) hartree. The analytic derivatives of \(V\) give \(v\cdot V''v=1.0318\times10^{-6}\) and \(F\cdot M^{-1}F=2.4304\times10^{-6}\), both in hartree per squared atomic unit of time. For \(h=16\) atomic units, or 0.387 fs, the corrections are

\[
\tfrac{256}{12}(1.0318\times10^{-6})=2.201\times10^{-5}\ \text{hartree},
\]
\[
-\tfrac{256}{24}(2.4304\times10^{-6})=-2.592\times10^{-5}\ \text{hartree}.
\]

They nearly cancel here, and \(K=0.01317998\) hartree. Elsewhere on the trajectory the balance differs, which is why \(H\) must move if \(K\) hardly does.

I ran velocity Verlet over the same window of 19200 atomic units (464 fs) with four step lengths and took standard deviations over the stored steps. The last column uses the force difference in place of the Hessian and leaves out the two end points. Energies are in hartree.

| \(h\) | \(H\) | \(K\) | \(K\), no Hessian |
|---|---|---|---|
| 4 | 3.792e-6 | 3.020e-9 | 4.540e-9 |
| 8 | 1.518e-5 | 4.839e-8 | 7.268e-8 |
| 16 | 6.093e-5 | 7.793e-7 | 1.165e-6 |
| 32 | 2.488e-4 | 1.288e-5 | 1.886e-5 |

From \(h=4\) to \(h=8\) the exponents are

\[
\log_2\frac{1.518\times10^{-5}}{3.792\times10^{-6}}=2.00,\qquad
\log_2\frac{4.839\times10^{-8}}{3.020\times10^{-9}}=4.00 .
\]

The Hessian-free version also gives 4.00. From 16 to 32 the exponents of \(H\) and \(K\) are 2.03 and 4.05, so the leading power no longer describes the change quite as closely. At \(h=16\) the standard deviation falls from 1.66 meV for \(H\) to 0.021 meV for \(K\), a factor of about 78.

Q: Perhaps any plausible correction of order \(h^2\) would have done as well.

A: It would not. A wrong \(H_2\) leaves a remainder of order \(h^2\), unless that remainder happens to be constant along the motion. In this model, exchanging the two coefficients gives an exponent of 2.00 between \(h=4\) and \(h=8\). Dropping the force term gives 2.01, and dropping the curvature term gives 2.00. In this anharmonic model both terms are needed, with their own coefficients. The harmonic oscillator shows the exception: there \(v\cdot V''v+F\cdot M^{-1}F=2(k/m)H\) is constant along the motion, so other pairs of coefficients work too, and \(I=H-\tfrac{h^2}{8}F^2/m\) uses the force term alone.

Q: And how do you know that the remaining fluctuation comes from \(H_4\), and not from rounding or a slow drift?

A: By adding \(H_4\) and seeing what is left. The word count above can be carried to fifth degree with exact fractions by computer algebra. Each word is then replaced by its nested commutator and divided by the degree, which is Dynkin's rule for a sum of words known to be a combination of commutators. With the bracket rule above, in one dimension this gives

\[
H_4=-\frac{v^4V''''}{720}+\frac{v^2V'V'''}{120\,m}+\frac{v^2(V'')^2}{60\,m}-\frac{(V')^2V''}{240\,m^2}.
\]

You can compare it with the oscillator. There \(H_4\) adds \(a^2/30\) to the kinetic factor and \(-a^2/120\) to the potential factor. Conservation of \(I\) requires the potential factor to be \(1-a/4\) times the kinetic one, and at order \(a^2\) indeed \(\tfrac1{30}-\tfrac14\cdot\tfrac16=-\tfrac1{120}\).

For a single Morse bond with the same \(D\) and \(\alpha\), mass 2000, released at rest from 0.3 bohr, the standard deviations over the same window are, in hartree:

| \(h\) | \(H\) | \(K\) | \(K+h^4H_4\) |
|---|---|---|---|
| 4 | 3.939e-6 | 2.946e-9 | 3.527e-12 |
| 8 | 1.576e-5 | 4.719e-8 | 2.262e-10 |
| 16 | 6.316e-5 | 7.581e-7 | 1.460e-8 |

The last column has exponents 6.00 and 6.01. Adding \(H_4\) removes the \(h^4\) part and leaves a residue of order \(h^6\), so in this case the source is identified.

As for drift, I extended the three-particle run at \(h=16\) to ten times the window. The full range of \(K\), its maximum minus its minimum, grew by a factor of 1.004. A steady drift that dominated the range would have increased it about tenfold. This is evidence for this trajectory over this time, not a proof for all times; the bound derived above still grows with \(t\).

Q: When should I expect the \(h^4\) law to fail in my own runs?

A: When an assumption of the derivation fails. A potential cut off with a jump in a low derivative has no valid Taylor expansion across the jump. A force that is not the gradient of one fixed function of the positions, as can happen with an unconverged electronic structure calculation, makes the kick something other than \(e^{hL_V/2}\). Changing \(h\) during the run changes \(K\) itself, so the steps no longer share one nearly conserved function. And if \(h\) is too large for the fastest mode, the leading power no longer dominates.

Within those limits \(K\) is a sharper diagnostic than \(H\). It removes the leading oscillation that correctly implemented velocity Verlet shows whenever \(H_2\) varies along the motion, so a smaller energy change from another cause can be seen.
